# Thouless's stability theorem: the Hartree-Fock Hessian and real RPAx frequencies

## The result

Let \(|\Phi\rangle\) be a Hartree-Fock determinant whose energy is stationary, with occupied spin orbitals \(i,j,k\) and virtual ones \(a,b\). Letters \(p,q,r,s\) denote any orbital of a finite orthonormal basis. Define

\[
A_{ai,bj}=F_{ab}\delta_{ij}-F_{ji}\delta_{ab}+\langle aj||ib\rangle,\qquad B_{ai,bj}=\langle ab||ij\rangle ,
\]
\[
M=\begin{pmatrix}A&B\\B^*&A^*\end{pmatrix},\qquad N=\begin{pmatrix}1&0\\0&-1\end{pmatrix}. \tag{1}
\]

Thouless's theorem has two parts.

1. \(M\) is the second-derivative form of the energy with respect to orbital rotations.
2. If \(M\) is positive definite, all frequencies \(\omega\) of the RPAx problem \(Mz=\hbar\omega Nz\) are real and nonzero, and its eigenvectors are complete.

RPAx means linearised time-dependent Hartree-Fock theory, with full exchange. The Hamiltonian is

\[
H=\sum_{pq}h_{pq}a_p^\dagger a_q+\tfrac14\sum_{pqrs}\langle pq||rs\rangle a_p^\dagger a_q^\dagger a_sa_r ,
\]

with \(\langle pq||rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle\). The Fock matrix is \(F_{pq}=h_{pq}+\sum_k\langle pk||qk\rangle\). Thus \(A\) is Hermitian and \(B\) symmetric.

## First derivation: operators and a quadratic form

### The energy to second order

Write a neighbouring determinant as \(e^K|\Phi\rangle\), where
\[
K=T-T^\dagger,\qquad T=\sum_{ai}\kappa_{ai}a_a^\dagger a_i .
\]
Every occupied space near the original one is spanned by orbitals \(\phi_i+\sum_a t_{ai}\phi_a\), and \(e^K\) gives \(t=\kappa+O(\kappa^3)\). The \(\kappa_{ai}\) are therefore complete local coordinates. Mixing occupied orbitals among themselves changes at most the phase of the determinant.

Expanding the exponentials gives
\[
E=\langle H\rangle+\langle[H,K]\rangle+\tfrac12\langle[[H,K],K]\rangle+\dots ,
\]
with averages in \(|\Phi\rangle\). Since \(T^\dagger|\Phi\rangle=0\), we have \(K|\Phi\rangle=T|\Phi\rangle\) and \(\langle\Phi|K=-\langle\Phi|T^\dagger\). The first-order term is
\[
E_1=\langle HT\rangle+\langle T^\dagger H\rangle=2\,\mathrm{Re}\sum_{ai}\kappa_{ai}^*\langle a_i^\dagger a_aH\rangle .
\]

The averages needed here follow from two identities. For annihilators acting on \(|\Phi\rangle\), moving \(a_a\) to the right gives
\[
a_aa_p^\dagger a_q^\dagger a_sa_r|\Phi\rangle=(\delta_{ap}a_q^\dagger-\delta_{aq}a_p^\dagger)a_sa_r|\Phi\rangle, \tag{2}
\]
because \(a_a|\Phi\rangle=0\). For occupied \(i,q\),
\[
\langle a_i^\dagger a_q^\dagger a_sa_r\rangle=\delta_{ir}\delta_{qs}-\delta_{is}\delta_{qr}, \tag{3}
\]
and the average vanishes for virtual \(q\). Hence
\[
\langle a_i^\dagger a_aH\rangle=h_{ai}+\tfrac12\sum_{qrs}\langle aq||rs\rangle\langle a_i^\dagger a_q^\dagger a_sa_r\rangle=F_{ai}.
\]
Stationarity for every \(\kappa\) means \(F_{ai}=0\).

At second order,
\[
E_2=\tfrac12\langle HKK-2KHK+KKH\rangle .
\]
Here \(-\langle KHK\rangle=\langle T^\dagger HT\rangle\). Also \(a_i^\dagger a_aa_b^\dagger a_j|\Phi\rangle=\delta_{ab}\delta_{ij}|\Phi\rangle\), so \(T^\dagger T|\Phi\rangle=|\kappa|^2|\Phi\rangle\) and \(KK|\Phi\rangle=T^2|\Phi\rangle-|\kappa|^2|\Phi\rangle\). The first and last terms are complex conjugates. With \(E_0=\langle H\rangle\),
\[
E_2=\langle T^\dagger HT\rangle-E_0|\kappa|^2+\mathrm{Re}\langle HT^2\rangle. \tag{4}
\]

### The two matrix elements

Put \(X_{bj}=a_b^\dagger a_j\). Since \(\langle a_i^\dagger a_aX_{bj}H\rangle=\delta_{ab}\delta_{ij}E_0\), the first two terms of (4) have the coefficient \(\langle a_i^\dagger a_a[H,X_{bj}]\rangle\). From \([a_r,X_{bj}]=\delta_{rb}a_j\) and \([a_p^\dagger,X_{bj}]=-\delta_{pj}a_b^\dagger\),
\[
\begin{aligned}
[H,X_{bj}]={}&\sum_p h_{pb}a_p^\dagger a_j-\sum_q h_{jq}a_b^\dagger a_q\\
&+\tfrac12\sum_{pqs}\langle pq||bs\rangle a_p^\dagger a_q^\dagger a_sa_j-\tfrac12\sum_{qrs}\langle jq||rs\rangle a_b^\dagger a_q^\dagger a_sa_r .
\end{aligned}
\]
The factor \(\tfrac14\) became \(\tfrac12\) because antisymmetry makes the two replacements in each pair equal.

The one-body terms give \(h_{ab}\delta_{ij}-h_{ji}\delta_{ab}\). By (2) and (3), the first two-body term gives
\[
\sum_{qs}\langle aq||bs\rangle\langle a_i^\dagger a_q^\dagger a_sa_j\rangle
=\delta_{ij}\sum_k\langle ak||bk\rangle-\langle aj||bi\rangle ,
\]
and \(-\langle aj||bi\rangle=\langle aj||ib\rangle\). In the second, the \(\delta_{aq}\) part of (2) leaves \(\langle\Phi|a_i^\dagger a_b^\dagger=0\). The other part gives
\[
-\tfrac12\delta_{ab}\sum_{qrs}\langle jq||rs\rangle(\delta_{ir}\delta_{qs}-\delta_{is}\delta_{qr})=-\delta_{ab}\sum_k\langle jk||ik\rangle .
\]
In these sums \(q\) is occupied. Together the terms are \(A_{ai,bj}\).

For the last term of (4), \(a_a^\dagger a_ia_b^\dagger a_j=a_a^\dagger a_b^\dagger a_ja_i\). The Hamiltonian must remove \(a,b\) and refill \(i,j\), which a one-body operator cannot do. The two-body operator gives
\[
\tfrac14\sum_{pqrs}\langle pq||rs\rangle(\delta_{ra}\delta_{sb}-\delta_{rb}\delta_{sa})(\delta_{pi}\delta_{qj}-\delta_{pj}\delta_{qi})=\langle ij||ab\rangle=B^*_{ai,bj}.
\]

Therefore, with \(z=(\kappa,\kappa^*)\),
\[
E_2=\kappa^\dagger A\kappa+\mathrm{Re}(\kappa^\dagger B\kappa^*)=\tfrac12z^\dagger Mz. \tag{5}
\]
The factor \(\tfrac12\) appears because each term and its conjugate both occur in \(z^\dagger Mz\).

The ordinary Hessian uses real variables. With \(\kappa=x+iy\) and \(u=(x,y)\),
\[
z=Wu,\quad W=\begin{pmatrix}1&i\\1&-i\end{pmatrix},\quad E_2=\tfrac12u^T(W^\dagger MW)u .
\]
Exchanging the two halves of \(z\) conjugates both \(W\) and \(M\), so \(W^\dagger MW\) is real, and it is the Hessian. Because \(W^\dagger W=2\), its eigenvalues are twice those of \(M\), and the two matrices are positive definite together.

### The equation of motion

The time-dependent variational principle makes the time integral of \(L=\langle\Psi|i\hbar\partial_t-H|\Psi\rangle\) stationary. Take \(|\Psi\rangle=e^K|\Phi\rangle\); a further phase factor would add a total time derivative. To second order,
\[
e^{-K}\partial_te^K=\dot K+\tfrac12(\dot KK-K\dot K).
\]
Now \(\langle\dot K\rangle=0\), \(\langle\dot KK\rangle=-\dot\kappa^\dagger\kappa\) and \(\langle K\dot K\rangle=-\kappa^\dagger\dot\kappa\). Apart from the constant \(-E_0\),
\[
L=\tfrac{i\hbar}{2}(\kappa^\dagger\dot\kappa-\dot\kappa^\dagger\kappa)-E_2 .
\]
The Euler-Lagrange equation for \(\kappa^*\) collects \(\tfrac{i\hbar}{2}\dot\kappa\) from each of the first two terms:
\[
i\hbar\dot\kappa=\frac{\partial E_2}{\partial\kappa^*}=A\kappa+B\kappa^*. \tag{6}
\]
Insert \(\kappa=Xe^{-i\omega t}+Y^*e^{i\omega^*t}\). The two exponentials coincide when \(\omega\) is imaginary or zero, so require (6) to hold also when \((X,Y)\) is multiplied by any complex number \(c\). The terms proportional to \(c\), which carry \(e^{-i\omega t}\), and those proportional to \(c^*\), which carry \(e^{i\omega^*t}\), must then balance separately. Conjugating the second equation gives
\[
AX+BY=\hbar\omega X,\qquad B^*X+A^*Y=-\hbar\omega Y ,
\]
which is \(Mz=\hbar\omega Nz\), now with \(z=(X,Y)\).

### Reality and completeness

Multiply this equation from the left by \(z^\dagger\):
\[
z^\dagger Mz=\hbar\omega\,z^\dagger Nz. \tag{7}
\]
If \(M\) is positive definite, the left side is positive. The number \(z^\dagger Nz=|X|^2-|Y|^2\) is real because \(N\) is Hermitian, and it cannot vanish. So \(\omega\) is real and nonzero, with the sign of \(z^\dagger Nz\). Since \(|z^\dagger Nz|\le z^\dagger z\), there is also a bound by the smallest eigenvalue of \(M\):
\[
|\hbar\omega|\ge\frac{z^\dagger Mz}{z^\dagger z}\ge\lambda_{\min}(M). \tag{8}
\]

For completeness, note that
\[
M^{1/2}(NM)M^{-1/2}=M^{1/2}NM^{1/2}
\]
is Hermitian. Thus \(NM\) is similar to a Hermitian matrix and has a complete set of eigenvectors. Replace \(M^{1/2}\) by \((1-s)M^{1/2}+s\) and let \(s\) run from 0 to 1. No eigenvalue of the product crosses zero, and the end point is \(N\). Half of the frequencies are therefore positive and half negative.

## Second derivation: the density matrix and a conserved energy

### The Hessian from idempotence

A determinant is fixed, up to its phase, by its density matrix \(P_{pq}=\langle a_q^\dagger a_p\rangle\), which obeys \(P^2=P\). Equation (3), carried to a general basis, factorises the two-body average into products of \(P\), so that
\[
E[P]=\sum_{pq}h_{pq}P_{qp}+\tfrac12\sum_{pqrs}\langle pq||rs\rangle P_{rp}P_{sq}. \tag{9}
\]
Its derivative with respect to \(P_{qp}\) is \(F_{pq}\).

Expand \(P=P_0+P_1+P_2+\dots\), where \(P_0\) is 1 on occupied orbitals and 0 on virtual ones. At first order, \(P_0P_1+P_1P_0=P_1\). The occupied block says \(2P_1=P_1\) and the virtual block says \(0=P_1\), so both vanish. What remains is \((P_1)_{ai}=\kappa_{ai}\) and \((P_1)_{ia}=\kappa_{ai}^*\).

At second order, \(P_0P_2+P_2P_0+P_1^2=P_2\). Regard \(\kappa\) for the moment as a rectangular matrix with rows \(a\) and columns \(i\). The diagonal blocks are
\[
(P_2)_{\rm occ}=-\kappa^\dagger\kappa,\qquad (P_2)_{\rm vir}=\kappa\kappa^\dagger .
\]
The off-diagonal block of \(P_2\) depends on the coordinates chosen, but it multiplies \(F_{ai}=0\). This is why the second-order form at a stationary point does not depend on that choice.

The Fock matrix contributes
\[
\mathrm{tr}(FP_2)=\sum_{abi}\kappa_{ai}^*F_{ab}\kappa_{bi}-\sum_{aij}\kappa_{ai}^*F_{ji}\kappa_{aj}.
\]
The interaction contributes \(\tfrac12\sum\langle pq||rs\rangle(P_1)_{rp}(P_1)_{sq}\). Its four index combinations are
\[
\begin{aligned}
\tfrac12\sum_{abij}\big[&\langle ij||ab\rangle\kappa_{ai}\kappa_{bj}+\langle ab||ij\rangle\kappa_{ai}^*\kappa_{bj}^*\\
&+\langle aj||ib\rangle\kappa_{ai}^*\kappa_{bj}+\langle ib||aj\rangle\kappa_{ai}\kappa_{bj}^*\big].
\end{aligned}
\]
The first two are conjugates. The last equals the third after the names are exchanged, since \(\langle ib||aj\rangle=\langle bi||ja\rangle\). The sum of all terms is (5).

This form shows the physics of the terms. Moving density from occupied to virtual orbitals changes the energy by the Fock energy difference, while the change of density also interacts with itself. When the occupied levels lie below the virtual ones, the first term is a cost, and an instability occurs when the self-interaction is negative and outweighs that cost in some direction.

### The same motion

If each occupied orbital obeys \(i\hbar\dot\phi_i=F\phi_i\), then \(i\hbar\dot P=[F,P]\). The first-order part of its \(ai\) element is
\[
i\hbar\dot\kappa_{ai}=\sum_bF_{ab}\kappa_{bi}-\sum_j\kappa_{aj}F_{ji}+(F_1)_{ai},
\]
\[
(F_1)_{ai}=\sum_{bj}\langle aj||ib\rangle\kappa_{bj}+\sum_{bj}\langle ab||ij\rangle\kappa_{bj}^* ,
\]
which is (6) again. The last term is the response of the mean field.

### Boundedness excludes complex frequencies

Along the linear motion,
\[
\dot E_2=2\,\mathrm{Re}\left(\dot\kappa^\dagger\frac{\partial E_2}{\partial\kappa^*}\right)=2\,\mathrm{Re}(i\hbar|\dot\kappa|^2)=0 .
\]
If the smallest eigenvalue \(\lambda\) of \(M\) is positive, then \(E_2\ge\tfrac12\lambda z^\dagger z=\lambda|\kappa|^2\). Hence
\[
|\kappa(t)|^2\le E_2/\lambda\quad\text{for all past and future times.} \tag{10}
\]

The RPAx modes are the eigenvectors of \(NM\), which generates \(i\hbar\dot z=NMz\) on all complex vectors \((p,q)\). The bound (10) covers vectors of the form \((\kappa,\kappa^*)\), a form that the motion preserves. But every \((p,q)\) equals \(z_1+iz_2\), where \(z_1\) and \(z_2\) have this form with
\[
\kappa_1=\tfrac12(p+q^*),\qquad \kappa_2=\tfrac1{2i}(p-q^*).
\]
Every solution is therefore bounded. An eigenvector with complex \(\omega\) would evolve as \(e^{-i\omega t}\) and diverge in the future or the past, so \(\omega\) is real. It is nonzero because \(Mz=0\) has no nonzero solution.

If the eigenvectors were incomplete, there would be vectors with \((NM-\hbar\omega)z_2=z_1\) and \(NMz_1=\hbar\omega z_1\), where \(z_1\ne0\). The solution \(e^{-i\omega t}[z_2-(it/\hbar)z_1]\) would grow linearly, which is also excluded. This proves the theorem a second time.

## Where the guarantee ends

**Semidefinite \(M\).** If \(\omega\) were not real, (7) would require \(z^\dagger Nz=0\), hence \(z^\dagger Mz=0\). For a semidefinite matrix this means \(Mz=0\) and thus \(\omega=0\), a contradiction. Frequencies stay real, but zero modes may be incomplete and allow linear drift.

**The converse.** Real frequencies do not prove stability. If \(M\) is negative definite, the proof applied to \(-M\) again gives real frequencies, although the determinant is a local energy maximum.

**Real orbitals.** Equation (5) becomes
\[
E_2=x^T(A+B)x+y^T(A-B)y .
\]
Adding and subtracting the RPAx equations gives
\[
(A+B)(X+Y)=\hbar\omega(X-Y),\quad (A-B)(X-Y)=\hbar\omega(X+Y),
\]
and so
\[
(A-B)(A+B)(X+Y)=(\hbar\omega)^2(X+Y). \tag{11}
\]
If \(A-B\) is positive definite with square root \(S\), the squares \((\hbar\omega)^2\) are the eigenvalues of \(S(A+B)S\). The path argument used for \(M^{1/2}NM^{1/2}\) shows that this matrix has as many negative eigenvalues as \(A+B\). Each gives one imaginary pair \(\pm\omega\). Under this extra condition, real nonzero frequencies do imply stability.

## Example: the hydrogen molecule

### Minimal basis

Take H\(_2\) with fixed nuclei in the STO-3G basis, which has one bonding orbital \(g\) and one antibonding orbital \(u\), with \(g\) doubly occupied. Let \(h_g,h_u\) be their one-electron energies, \(J\) the Coulomb integrals and \(K_{gu}\) the exchange integral. The orbital gap is
\[
\Delta=(h_u+2J_{gu}-K_{gu})-(h_g+J_{gg}).
\]
For the two excitations without spin flip, (1) gives diagonal elements \(\Delta-J_{gu}+K_{gu}\) in \(A\) and 0 in \(B\). The off-diagonal elements are \(K_{gu}\) in both. The sum (singlet) and difference (triplet) of the excitations diagonalise them:
\[
\begin{aligned}
\text{triplet: }&A\pm B=\Delta-J_{gu}\mp K_{gu},\\
\text{singlet: }&A+B=\Delta-J_{gu}+3K_{gu},\quad A-B=\Delta-J_{gu}+K_{gu}.
\end{aligned}
\]
Spin symmetry gives the spin-flip triplets the same frequencies. In one of the two spin-flip combinations the values of \(A+B\) and \(A-B\) are exchanged. Once the triplet \(A+B\) is negative, the full spin-orbital \(A-B\) is therefore not positive definite, and the counting rule after (11) applies to the block without spin flip but not to the whole matrix.

At 0.74 Å the computed integrals, in eV, are \(h_g=-34.104\), \(h_u=-12.927\), \(J_{gg}=18.361\), \(J_{gu}=18.0605\) and \(K_{gu}=4.931\). They give \(\Delta=34.006\) eV. For the triplet, \(A+B=11.01\) eV and \(A-B=20.88\) eV, so
\[
\hbar\omega=\sqrt{11.0145\times20.8765}\ \text{eV}=15.16\ \text{eV}.
\]
The singlet gives \(\sqrt{30.7385\times20.8765}\) eV \(=25.33\) eV.

At 2.00 Å, \(\Delta=10.298\), \(J_{gu}=14.128\) and \(K_{gu}=7.052\) eV. The triplet has \(A+B=-10.88\) eV but \(A-B=3.22\) eV, and \((\hbar\omega)^2=-35.06\) eV\(^2\). The gap no longer pays for the Coulomb and exchange terms.

Now occupy \(u\) twice instead, at 0.74 Å. Inversion symmetry makes \(F_{gu}=0\), so this determinant is also stationary. The eigenvalues of its \(M\) lie between \(-31.96\) and \(-12.24\) eV, yet \((\hbar\omega)^2\) is 706.4 eV\(^2\) for the triplet and 270.5 eV\(^2\) for the singlet. Within this minimal basis it is a maximum with real frequencies, as the failure of the converse allows. In the 6-31G basis the corresponding determinant is a saddle point, with 8 negative and 16 positive eigenvalues of \(M\), and its frequencies are still real.

### A larger basis

In the 6-31G basis \(M\) has dimension 24. Numerical diagonalisation for the restricted solution, whose two electrons share one spatial orbital, gives:

| Distance (Å) | \(\lambda_{\min}(M)\) (eV) | lowest \((\hbar\omega)^2\) (eV\(^2\)) |
|---:|---:|---:|
| 0.74 | 7.28 | 95.91 |
| 1.00 | 2.63 | 26.11 |
| 1.20 | −0.10 | −0.82 |
| 1.40 | −2.25 | −13.90 |
| 2.00 | −6.55 | −19.46 |

A root search for \(\lambda_{\min}=0\) places the onset at 1.191 Å. At 0.74 Å the lowest \(\hbar\omega\) is 9.79 eV, or \(\omega=1.488\times10^{16}\) rad/s, above the bound of 7.28 eV from (8).

At 2.00 Å there are three negative eigenvalues and three growing modes, one for each direction in which opposite spins can form on the two atoms. All three, being components of one triplet, grow at the same rate, with \(\hbar|\mathrm{Im}\,\omega|=4.41\) eV, an e-folding time of 0.149 fs. This is a property of the linearised mean field, not a decay time of the molecule.

A rotation along an unstable direction with \(|\kappa|=0.02\) should change the energy by
\[
\lambda_{\min}|\kappa|^2=-6.5459\times0.02^2\ \text{eV}=-2.618\ \text{meV}.
\]
The full energy of the rotated determinant changes by \(-2.617\) meV.

Letting the two spins occupy different orbitals leads to a solution 2.30 eV lower. Rotating its spin axis costs no energy, and the two independent tilts give two zero modes of \(M\). The other eigenvalues are positive, starting at 0.80 eV. The null space of \(NM\) has dimension 2 and that of \((NM)^2\) has dimension 4, so these zero modes are incomplete and permit linear drift.

All these values are mean-field results in small bases, not exact ones, and they are not converged in the basis. In aug-cc-pVTZ the onset moves to 1.217 Å and the lowest \(\hbar\omega\) at 0.74 Å to 9.57 eV. At 2.00 Å \(\lambda_{\min}\) becomes \(-5.97\) eV and \(\hbar|\mathrm{Im}\,\omega|\) becomes 4.22 eV (0.156 fs). In cc-pVTZ the spin-broken solution lies 2.14 eV below the restricted one. The energies and orbitals are those of single determinants, and the frequencies feel doubly excited determinants only through \(B\).

## What each derivation assumes

Both derivations need a stationary determinant. Otherwise (6) acquires a constant source \(F_{ai}\), and the second-order form depends on the coordinates. Both also use a finite basis, where positive definiteness implies a positive smallest eigenvalue. And both need positivity for all rotations whose frequencies are to be guaranteed. For stretched H\(_2\), examining singlet rotations alone would miss the triplet instability.

The first derivation assumes a Hermitian Hamiltonian with one- and two-body terms and works with its averages. Its proof of reality is a statement about one eigenvector and needs no solution in time. It also gives the sign of each frequency and the bound (8), but completeness takes the separate step with \(M^{1/2}\).

The second assumes a real energy functional of an idempotent density matrix, and a motion generated by the derivative of that same functional. The specific form (9) enters through its first and second derivatives. For another smooth functional, the first derivative takes the place of \(F\), the second derivatives replace the antisymmetrised integrals in \(A\) and \(B\), and the argument is unchanged. If the response used a different interaction from the energy, \(E_2\) need not be conserved and the proof would fail. Boundedness gives reality and completeness together, but neither the sign rule nor the bound (8).
